\section*{Free decay and Hahn echo under Gaussian 1/f frequency noise, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a static offset to the phase variances of $1/f$ noise}

\subsection{A decay curve that depends on the length of the experiment}

A spin is prepared in an equal superposition of its two levels, left alone for a time $t$, and read out. One such run may last some tens of microseconds. A usable decay curve needs many runs, and collecting them may take seconds or hours. If the transition frequency drifts slowly during that period, early and late runs end with different phases, and their average shrinks even though the frequency hardly moved within any single run. The measured free-decay time $T_2^*$ may then depend on how long the averaging went on. A Hahn echo, which reverses the phase halfway through each run, should be much less sensitive to slow drift. The question is how large both effects are when the frequency noise has a $1/f$ spectrum, which has weight at every slow time scale.

The noise is taken as classical and longitudinal, meaning that it shifts the transition frequency and causes no transitions:
\begin{equation}
H=\frac{\hbar}{2}\,[\omega_0+\delta\omega(t)]\,\sigma_z .
\end{equation}
In the frame rotating at $\omega_0$ the upper state acquires the factor $e^{-i\phi/2}$ and the lower state $e^{+i\phi/2}$. The lower amplitude relative to the upper one therefore carries the phasor $e^{i\phi}$ with
\begin{equation}
\phi=\int_0^t\delta\omega(t')\,dt' .
\end{equation}
Both quadratures are recorded, so that averaging the runs gives the average of $e^{i\phi}$. In an echo run of total time $t$ an ideal, instantaneous $\pi$ pulse at $t/2$ exchanges the two amplitudes. The phase gathered before the pulse is thereby reversed. Apart from a constant set by the pulse axis,
\begin{equation}
\phi_E=-\int_0^{t/2}\delta\omega\,dt'+\int_{t/2}^{t}\delta\omega\,dt' .
\label{eq:echophase}
\end{equation}
All other decay mechanisms are left out.

\subsection{Simple case: a frequency that is constant within each run}

Let $\delta\omega$ be constant during a run and drawn afresh for each run from a Gaussian distribution of mean zero and variance $\sigma^2$. The free phase is $\phi=\delta\omega\,t$, a Gaussian variable of variance $v=\sigma^2t^2$. Its mean phasor follows by completing the square,
\begin{equation}
-\frac{\phi^2}{2v}+i\phi=-\frac{(\phi-iv)^2}{2v}-\frac v2 ,
\end{equation}
and moving the integration line from the real axis to $\phi=iv+\text{real}$. This is allowed because the integrand has no singularities and vanishes at large $|\mathrm{Re}\,\phi|$. The remaining Gaussian integral is normalized to one, hence
\begin{equation}
\langle e^{i\phi}\rangle=e^{-v/2}=e^{-\sigma^2t^2/2}.
\label{eq:gauss}
\end{equation}
The decay is Gaussian in time. For the echo, the two terms of \eqref{eq:echophase} are $-\delta\omega\,t/2$ and $+\delta\omega\,t/2$. Their sum vanishes, and there is no decay.

For $1/f$ noise one would like to insert its variance for $\sigma^2$. Let $G(\omega)$ be the density of the variance over positive angular frequencies, with
\begin{equation}
\langle\delta\omega(t')\delta\omega(t'')\rangle
=\int_0^\infty G(\omega)\cos[\omega(t'-t'')]\,d\omega,\qquad
G(\omega)=\frac{A^2}{\omega}.
\label{eq:spectrum}
\end{equation}
At equal times this gives, between cutoffs $\omega_{\rm low}$ and $\omega_{\rm high}$,
\begin{equation}
\langle\delta\omega^2\rangle=\int_{\omega_{\rm low}}^{\omega_{\rm high}}\frac{A^2}{\omega}\,d\omega
=A^2\ln\frac{\omega_{\rm high}}{\omega_{\rm low}} .
\end{equation}
Thus $A$ is an angular frequency, and $A^2$ is the variance carried by each factor $e$ in frequency. Since $d\omega/\omega=df/f$, the same $A^2$ appears if the density is written per unit of $f=\omega/2\pi$. The variance diverges at both ends of the spectrum, so the static formula cannot be used until it is known which part of the band acts as static, and which part the experiment notices at all.

\subsection{Noise that varies during a run}

Write either phase as $\phi=\int_0^t s(t')\,\delta\omega(t')\,dt'$. For free decay $s=1$; for the echo $s=-1$ in the first half and $+1$ in the second. Squaring, averaging and using \eqref{eq:spectrum},
\begin{equation}
\langle\phi^2\rangle=\int_0^\infty d\omega\,G(\omega)\int_0^t\!\!\int_0^t s(t')s(t'')\cos[\omega(t'-t'')]\,dt'dt'' .
\end{equation}
The cosine is the real part of $e^{i\omega t'}e^{-i\omega t''}$. The double integral of this product is a number times its complex conjugate, which is already real. Therefore
\begin{equation}
\langle\phi^2\rangle=\int_0^\infty G(\omega)\,|Y(\omega)|^2d\omega,\qquad
Y(\omega)=\int_0^t s(t')e^{i\omega t'}dt' .
\end{equation}
For free decay,
\begin{equation}
Y=\frac{e^{i\omega t}-1}{i\omega},\qquad
|Y|^2=\frac{2(1-\cos\omega t)}{\omega^2}=\frac{4\sin^2(\omega t/2)}{\omega^2}.
\end{equation}
For the echo,
\begin{align}
Y_E&=\frac{-(e^{i\omega t/2}-1)+(e^{i\omega t}-e^{i\omega t/2})}{i\omega}
=\frac{(e^{i\omega t/2}-1)^2}{i\omega},\\
|Y_E|^2&=\frac{[4\sin^2(\omega t/4)]^2}{\omega^2}=\frac{16\sin^4(\omega t/4)}{\omega^2}.
\end{align}
The slow limit $\omega t\ll1$ recovers the static case: $|Y|^2\to t^2$, while $|Y_E|^2\to\omega^2t^4/16\to0$. With $G\propto1/\omega$, the free integral diverges logarithmically at low frequency and the echo integral converges there. At high frequency both filters fall off as $1/\omega^2$, so both integrals converge.

\subsection{Free phase with a sharp low cutoff}

Suppose for the moment that the noise is absent below $\omega_{\rm low}$. With $x=\omega t$ and $\varepsilon=\omega_{\rm low}t$,
\begin{equation}
\langle\phi^2\rangle=A^2t^2F(\varepsilon),\qquad
F(\varepsilon)=\int_\varepsilon^\infty\frac{2(1-\cos x)}{x^3}\,dx .
\end{equation}
Two integrations by parts give
\begin{align}
F(\varepsilon)&=\frac{1-\cos\varepsilon}{\varepsilon^2}+\int_\varepsilon^\infty\frac{\sin x}{x^2}\,dx\\
&=\frac{1-\cos\varepsilon}{\varepsilon^2}+\frac{\sin\varepsilon}{\varepsilon}+\int_\varepsilon^\infty\frac{\cos x}{x}\,dx .
\end{align}
The first two terms tend to $\tfrac12$ and $1$. For the last, integrate $e^{iz}/z$ around the first quadrant, with a small quarter circle of radius $\varepsilon$ cutting off the origin. There is no pole inside and the large arc contributes nothing, so
\begin{equation}
\int_\varepsilon^\infty\frac{e^{ix}}{x}\,dx=\int_\varepsilon^\infty\frac{e^{-y}}{y}\,dy+\frac{i\pi}{2}+O(\varepsilon).
\end{equation}
The quarter circle gives the imaginary term. Taking the real part and integrating by parts once more,
\begin{equation}
\int_\varepsilon^\infty\frac{\cos x}{x}\,dx\to
-e^{-\varepsilon}\ln\varepsilon+\int_\varepsilon^\infty e^{-y}\ln y\,dy\to-\ln\varepsilon-\gamma ,
\end{equation}
because $\int_0^\infty e^{-y}\ln y\,dy=\Gamma'(1)=-\gamma$, with $\gamma$ Euler's constant. The next term follows from $F'(\varepsilon)=-2(1-\cos\varepsilon)/\varepsilon^3=-1/\varepsilon+\varepsilon/12-\dots$, which integrates to
\begin{equation}
F(\varepsilon)=\tfrac32-\gamma-\ln\varepsilon+\frac{\varepsilon^2}{24}+\dots
\label{eq:F}
\end{equation}
At $\varepsilon=10^{-3}$ the spectral integral and the logarithmic law both give $7.8305$. At $\varepsilon=0.1$ they give $3.2258$ and $3.2254$, and the difference is the $\varepsilon^2/24$ term.

The result can be read in terms of the static model. Since $\tfrac32-\gamma=\ln2.5163$,
\begin{equation}
\langle\phi^2\rangle\simeq t^2A^2\ln\frac{2.5163/t}{\omega_{\rm low}} .
\end{equation}
This is $\sigma^2t^2$ with $\sigma^2$ the noise variance between $\omega_{\rm low}$ and $2.5163/t$. The upper end of the static band is thus set by the run itself. The lower end is still arbitrary.

\subsection{The echo phase and the factor $\ln2$}

Let $\phi_1$ and $\phi_2$ be the free phases gathered in the two halves, so that $\phi_E=\phi_2-\phi_1$ and the free phase over the whole run is $\phi_1+\phi_2$. The identity
\begin{equation}
(\phi_2-\phi_1)^2=2\phi_1^2+2\phi_2^2-(\phi_1+\phi_2)^2
\end{equation}
contains three free-phase variances, two for the time $t/2$ and one for the time $t$. Hence
\begin{align}
\langle\phi_E^2\rangle&=4A^2\Big(\frac t2\Big)^2F\Big(\frac\varepsilon2\Big)-A^2t^2F(\varepsilon)
=A^2t^2\Big[F\Big(\frac\varepsilon2\Big)-F(\varepsilon)\Big]\nonumber\\
&=A^2t^2\Big[\ln2-\frac{\varepsilon^2}{32}+\dots\Big].
\label{eq:echovar}
\end{align}
The constant $\tfrac32-\gamma$ and the divergent $\ln\varepsilon$ cancel. The factor $\ln2$ remains because halving the time doubles the ratio of the upper end of the static band to its lower end. The echo keeps as much variance as the noise carries in one octave of frequency.

The correction has the size expected from the filter: removing the band below $\varepsilon$ removes $\int_0^\varepsilon(x/16)\,dx=\varepsilon^2/32$. At $\varepsilon=0.1$ the numerical integral, stopped at $x=400$, is $0.69282$, against $\ln2=0.69315$; of the difference, $0.00031$ is $\varepsilon^2/32$ and $0.00002$ is the tail beyond $x=400$, whose size is estimated next. A high cutoff at $\Omega=\omega_{\rm high}t\gg1$ removes the tail of $16\sin^4(x/4)/x^3$. The mean of $\sin^4$ is $3/8$, so the tail is about $\int_\Omega^\infty6x^{-3}dx=3/\Omega^2$. For $\Omega=50$ the integral is $0.69197$, lower than $\ln2$ by $0.0012$, as this estimate requires. Cutoff independence therefore means $\omega_{\rm low}t\ll1\ll\omega_{\rm high}t$. If instead $\omega_{\rm high}t\ll1$, the factor is about $\Omega^2/32$, and the echo depends strongly on the high cutoff.

\subsection{Comparing two runs removes the free cutoff}

An experiment that looks at the magnitude of the averaged phasor does not notice a frequency offset common to all runs. What matters is how phases differ between runs. Let two free runs, each of length $t$, start a time $\tau=rt$ apart. The later start multiplies $Y$ by $e^{i\omega\tau}$, so the phase difference has the filter $|Y|^2|e^{i\omega\tau}-1|^2=|Y|^2\,2(1-\cos\omega\tau)$ and
\begin{equation}
\langle(\phi_\tau-\phi_0)^2\rangle=2A^2t^2h(r),\qquad
h(r)=\int_0^\infty\frac{2(1-\cos x)(1-\cos rx)}{x^3}\,dx .
\end{equation}
The integrand is now proportional to $x$ at small $x$, and no cutoff is needed. To evaluate it, expand the product of cosines:
\begin{align}
(1-\cos x)(1-\cos rx)={}&(1-\cos x)+(1-\cos rx)\nonumber\\
&-\tfrac12[1-\cos(r+1)x]-\tfrac12[1-\cos(r-1)x].
\end{align}
Integrate each term from $\varepsilon$ upward. The substitution $y=kx$ gives $\int_\varepsilon^\infty2(1-\cos kx)x^{-3}dx=k^2F(k\varepsilon)$. The four weights add to $1+r^2-\tfrac12(r+1)^2-\tfrac12(r-1)^2=0$, so everything in $F$ that does not depend on $k$ drops out. The terms $-k^2\ln k$ leave
\begin{equation}
h(r)=\tfrac12\big[(r+1)^2\ln(r+1)+(r-1)^2\ln|r-1|-2r^2\ln r\big].
\label{eq:h}
\end{equation}

Three limits check this. For $r\to0$ the two runs coincide, and expansion gives $h\to r^2(\tfrac32-\ln r)\to0$. For $r=1$ the runs are adjacent and $h=2\ln2$. An echo of total time $t$ is the difference of adjacent halves of length $t/2$, so its variance is $2A^2(t/2)^2\,2\ln2=A^2t^2\ln2$, in agreement with \eqref{eq:echovar}. For large $r$ the bracket is the second difference of $g(r)=r^2\ln r$. With $g''=2\ln r+3$ and $g''''=-2/r^2$,
\begin{equation}
h(r)=\tfrac12g''+\tfrac1{24}g''''+\dots=\ln r+\tfrac32-\frac1{12r^2}+\dots
\label{eq:hlarge}
\end{equation}
Direct integration of the filter gives $2h=2.7726$ at $r=1$ and $6.8884$ at $r=7$, the same as \eqref{eq:h}. The phase difference between two runs keeps growing with their separation, but as slowly as a logarithm.

\section{From the phase variances to the signals and their ratio}

\subsection{Symbols and results carried over}

The frequency noise is Gaussian with one-sided density $G(\omega)=A^2/\omega$. The time $t$ is the total evolution time of a run, free or echo, and $a=A^2t^2$. The runs are spread evenly over a total averaging time $T$, and $R=T/t\gg1$. Three results are needed:
\begin{align}
&\langle e^{i\phi}\rangle=e^{-\langle\phi^2\rangle/2}\quad\text{for a Gaussian phase of mean zero},\\
&\langle(\phi_\tau-\phi_0)^2\rangle=2a\,h(\tau/t),\qquad h(r)\to\ln r+\tfrac32\ \ (r\gg1),\label{eq:carried}\\
&\langle\phi_E^2\rangle=a\ln2\quad\text{for}\ \omega_{\rm low}t\ll1\ll\omega_{\rm high}t .
\end{align}
The second refers to two free runs whose starts differ by $\tau$; the third is the variance of the echo phase. With a sharp low cutoff, the free variance is $a[\tfrac32-\gamma-\ln(\omega_{\rm low}t)]$.

If the delays are swept in an interleaved way, the runs at each $t$ cover the whole experiment and $T$ is its full length. If the delays are measured one after another, $T$ is the time spent on each delay.

For $1/f$ noise, the free phase variance of a single run depends logarithmically on an arbitrary low cutoff, whereas the echo variance and the variance of the phase difference between two free runs need no such cutoff. It remains to average over all the runs of an experiment, and so to find the free and echo signals, their decay times and the ratio of those times.

Numerical values quoted here were computed with a short program.
